\section*{One-percent points of PAW pair densities for the hydrogen 1s form factor}

\section*{Question}

I am learning how pair densities are built in the projector augmented-wave (PAW) method for GW and RPA calculations. As an exercise I want to reproduce the form factor of the hydrogen 1s orbital,
\begin{equation}
F(q)=\frac{16}{(4+q^2)^2},
\end{equation}
in three ways: from the pseudo density alone, from the pseudo density plus a multipole compensation charge, and from the fully reconstructed density. For each I am supposed to find the $q$ at which it deviates from $F$ by one percent.

My sphere has radius $s=1$ bohr. Inside it I replace the orbital by a polynomial $a+br^2+cr^4$ (times $1/\sqrt\pi$), matched in value, slope and curvature. My compensation charge has the shape $(1-r^2/s^2)^3$.

The compensated density gives me a sensible root. For the pseudo density my root search, which starts at $q=0$, finds no crossing. For the reconstructed density it returns a different $q$ each time I change the radial grid. What am I doing wrong, and what are the three answers?

\section*{Answer}

Your root search is reporting something real: the exercise assumes three positive crossing points, and that assumption fails for two of the densities. To see why, it helps to write all three form factors in terms of one function, the transform of what the pseudo density lacks.

I use Hartree atomic units, a fixed point nucleus and the nonrelativistic orbital $\phi=e^{-r}/\sqrt\pi$. The error of version $X$ is taken relative to the true value at the same $q$,
\begin{equation}
\delta_X(q)=\frac{F_X(q)}{F(q)}-1 ,
\end{equation}
and the one-percent point is the smallest $q\ge 0$ with $|\delta_X|\ge 0.01$.

\subsection*{The target}

A pair density is the product $\phi_i^*\phi_j$; here both orbitals are the 1s orbital, so it is $n=\phi^2=e^{-2r}/\pi$. For a spherical density the plane wave may be averaged over angles:
\begin{equation}
\frac12\int_{-1}^{1}e^{-iqr\mu}\,d\mu=\frac{\sin qr}{qr}.
\end{equation}
Therefore
\begin{align}
F(q)&=4\pi\int_0^\infty r^2n(r)\frac{\sin qr}{qr}\,dr
=\frac4q\,\mathrm{Im}\int_0^\infty r\,e^{-(2-iq)r}\,dr\nonumber\\
&=\frac4q\,\mathrm{Im}\frac{1}{(2-iq)^2}
=\frac4q\,\mathrm{Im}\frac{(2+iq)^2}{(4+q^2)^2}
=\frac{16}{(4+q^2)^2},
\end{align}
because the imaginary part of $(2+iq)^2$ is $4q$.

\subsection*{The pseudo density}

Write $E=e^{-s}$. Matching value, slope and curvature at $r=s$ requires
\begin{align}
a+bs^2+cs^4&=E, & 2bs+4cs^3&=-E, & 2b+12cs^2&=E .
\end{align}
Multiply the third equation by $s$ and subtract the second: $8cs^3=E(1+s)$. The third equation then gives $b=E/2-6cs^2$, and the first gives $a$:
\begin{equation}
c=\frac{E(1+s)}{8s^3},\qquad b=-\frac{E(3+s)}{4s},\qquad
a=E\left[1+\frac{5s+s^2}{8}\right].
\end{equation}
For $s=1$ these are $a=\tfrac74E=0.6438$, $b=-E=-0.3679$ and $c=\tfrac14E=0.0920$. The true orbital has $1$ where the pseudo orbital has $a$, so the cusp at the nucleus has been cut off.

Let $\tilde n$ be the square of the pseudo orbital. It equals $n$ outside the sphere, so its form factor is
\begin{equation}
\tilde F(q)=F(q)-D(q),\qquad
D(q)=4\pi\int_0^s r^2\,(n-\tilde n)\,\frac{\sin qr}{qr}\,dr .
\label{eq:D}
\end{equation}
At $q=0$ the last factor is one, and $D(0)=Q$ is the charge missing from the sphere. Since $F(0)=1$,
\begin{equation}
\tilde\delta(0)=-Q .
\end{equation}

Now compute $Q$ for $s=1$. The derivative of $-(2r^2+2r+1)e^{-2r}$ is $4r^2e^{-2r}$, so the true charge in the sphere is
\begin{equation}
4\int_0^1r^2e^{-2r}dr=1-5e^{-2}=0.323324 .
\end{equation}
For the pseudo charge, square the polynomial,
\begin{equation}
\left(\tfrac74-r^2+\tfrac14r^4\right)^2
=\tfrac{49}{16}-\tfrac72r^2+\tfrac{15}{8}r^4-\tfrac12r^6+\tfrac1{16}r^8 ,
\label{eq:square}
\end{equation}
multiply by $4e^{-2}r^2$ and integrate term by term:
\begin{equation}
4e^{-2}\left(\tfrac{49}{48}-\tfrac7{10}+\tfrac{15}{56}-\tfrac1{18}+\tfrac1{176}\right)=0.291684 .
\end{equation}
The difference is $Q=0.03164$ electrons. The pseudo form factor is thus already $3.2$ percent too small at $q=0$. By the definition above its one-percent point is $q=0$. Your search found no crossing because the curve starts outside the one-percent band, and in a numerical scan up to $q=40$ it never enters it.

This depends on the sphere. For $s=0.5$ the missing charge is $0.0027$, below one percent, and the pseudo density then has a positive one-percent point at $q=1.95$. A norm-conserving pseudo orbital, with $Q=0$ by design, would also start inside the band.

\subsection*{The compensated density}

In general one compensation charge is added for each multipole component $(L,m)$ contained in the product of two partial waves. The product of two s functions is spherical, so $L=0$ is all there is here. The normalization of your shape follows from
\begin{equation}
4\pi\int_0^s r^2\left(1-\frac{r^2}{s^2}\right)^3dr
=4\pi s^3\left(\tfrac13-\tfrac35+\tfrac37-\tfrac19\right)=\frac{64\pi s^3}{315},
\end{equation}
so that
\begin{equation}
g(r)=\frac{315}{64\pi s^3}\left(1-\frac{r^2}{s^2}\right)^3\quad(r<s)
\end{equation}
carries unit charge, and the compensated density is $\tilde n+Qg$.

For the transform of $g$, put $t=r/s$ and $x=qs$, and recall that $\sin(xt)/(xt)$ is the spherical Bessel function $j_0(xt)$. The recurrence
\begin{equation}
\frac{d}{dt}\left[t^{l+2}j_{l+1}(xt)\right]=x\,t^{l+2}j_l(xt)
\end{equation}
allows integration by parts. The boundary terms vanish as long as a factor $1-t^2$ remains, and each step lowers the power of that factor by one:
\begin{align}
\int_0^1t^2(1-t^2)^3j_0\,dt
&=\frac6x\int_0^1t^3(1-t^2)^2j_1\,dt
=\frac{24}{x^2}\int_0^1t^4(1-t^2)j_2\,dt\nonumber\\
&=\frac{48}{x^3}\int_0^1t^5j_3\,dt=\frac{48\,j_4(x)}{x^4}.
\end{align}
The prefactor is $4\pi s^3\cdot315/(64\pi s^3)=315/16$, and $48\cdot315/16=945$. Hence
\begin{equation}
\hat g(q)=\frac{945\,j_4(qs)}{(qs)^4},\qquad
F_{\rm comp}(q)=F(q)-D(q)+Q\,\hat g(q).
\label{eq:comp}
\end{equation}

At $q=0$ the last two terms cancel. What remains at small $q$ follows from $\sin(qr)/(qr)=1-q^2r^2/6+\dots$. Two second moments are needed. For the shape,
\begin{equation}
\langle r^2\rangle_g=s^2\,\frac{\frac15-\frac37+\frac39-\frac1{11}}{\frac{16}{315}}
=s^2\,\frac{16/1155}{16/315}=\frac{3s^2}{11}.
\end{equation}
For the missing density, call it $M=\int r^2(n-\tilde n)\,d^3r$. At $s=1$ the true part is, by repeated integration by parts,
\begin{equation}
4\int_0^1r^4e^{-2r}dr=-2e^{-2}-4e^{-2}+12\int_0^1r^2e^{-2r}dr=3-21e^{-2},
\end{equation}
and the pseudo part follows from (\ref{eq:square}), so that
\begin{equation}
M=3-21e^{-2}-4e^{-2}\left(\tfrac{49}{80}-\tfrac12+\tfrac5{24}-\tfrac1{22}+\tfrac1{208}\right)=0.006283 .
\end{equation}
Inserting both expansions in (\ref{eq:comp}),
\begin{equation}
F_{\rm comp}-F=-\frac{q^2}{6}\,\Delta M+O(q^4),\qquad
\Delta M=\frac{3s^2}{11}Q-M .
\end{equation}
With the numbers above, $\Delta M=0.2727\times0.03164-0.00628=0.00235$ bohr$^2$. It is positive because the compensation charge sits farther out than the charge it replaces: the mean square radii are $3/11=0.273$ and $M/Q=0.199$ bohr$^2$. The compensated form factor therefore falls too fast.

Dividing by $F=(1+q^2/4)^{-2}$ gives an estimate of the one-percent point:
\begin{equation}
\frac{q^2}{6}\,\Delta M\left(1+\frac{q^2}{4}\right)^2=0.01
\quad\Longrightarrow\quad q\approx2.24 .
\end{equation}
The full expression (\ref{eq:comp}) gives
\begin{equation}
q_{1\%}=2.32\ \text{bohr}^{-1}=4.39\ \text{\AA}^{-1}.
\end{equation}
The estimate is about four percent low because it drops the higher powers of $q$ in $F_{\rm comp}-F$. This answer belongs to your sphere and your shape. With the same kind of shape, $s=0.5$ gives $5.26$ and $s=1.5$ gives $1.25$ bohr$^{-1}$. A shape whose second moment matched $M/Q$ would remove the $q^2$ error altogether.

\subsection*{The reconstructed density}

PAW obtains the true orbital from a pseudo orbital $\tilde\psi$ by
\begin{equation}
\psi=\tilde\psi+(\phi-\tilde\phi)\,P,\qquad P=\langle p|\tilde\psi\rangle ,
\end{equation}
written here for a single partial wave $\phi$, its pseudo partner $\tilde\phi$ and a projector $p$ that is confined to the sphere and satisfies $\langle p|\tilde\phi\rangle=1$. Suppose that inside the sphere $\tilde\psi=P\tilde\phi$. Then $\psi=P\phi$ there, and
\begin{equation}
|\psi|^2-|\tilde\psi|^2=|P|^2\,(\phi^2-\tilde\phi^2).
\end{equation}
Outside the sphere the difference is zero. In your exercise the orbital is the reference partial wave itself, so $\tilde\psi=\tilde\phi$ and $P=1$. Taking the transform and using (\ref{eq:D}),
\begin{equation}
F_{\rm rec}(q)=\tilde F(q)+D(q)=F(q)\qquad\text{for every }q .
\end{equation}
There is no intrinsic one-percent point. With accurate quadrature the relative error in a scan up to $q=40$ does not exceed $5\times10^{-11}$. This is only an upper bound on the quadrature error: the check evaluates $\tilde F$ at $q=10^{-5}$ in place of $q=0$, which alone shifts it by about $q^2/2=5\times10^{-11}$.

The supposition $\tilde\psi=P\tilde\phi$ is where a real calculation can fail. In a molecule or solid, and for the high-lying empty states that enter GW and RPA sums, a few partial waves span the orbital in the sphere only approximately. The reconstructed pair density then has an error of its own, which this exercise cannot show.

\subsection*{Why your reconstructed root moves}

What you found is the error of the radial quadrature. I take Simpson's rule with spacing $h$ as the example. The Euler--Maclaurin formula for the trapezoidal sum $T_h$ of $f$ on $[0,s]$ is
\begin{equation}
T_h=\int_0^s f\,dr+\frac{h^2}{12}\,[f']_0^s-\frac{h^4}{720}\,[f''']_0^s+\dots
\end{equation}
Simpson's rule is $(4T_h-T_{2h})/3$. The $h^2$ terms cancel, and the $h^4$ coefficient becomes $-(4-16)/(3\cdot720)=1/180$.

The integrand is that of $D$. Near the nucleus $n-\tilde n=\text{const}-2r/\pi+\dots$, where the linear term is the cusp. So $f$ contains $4\pi r^2(-2r/\pi)=-8r^3$, and $f'''(0)=-48$. At $r=s$ the matching leaves a term in $f'''$ proportional to $\sin(qs)/q$, which is small at large $q$. To leading order in $h$, and dropping that boundary term,
\begin{equation}
F_{\rm num}-F\approx\frac{48}{180}h^4=\frac{4}{15}h^4 .
\end{equation}
This leading term does not depend on $q$, while $F\approx16/q^4$ at large $q$. The relative error is thus about $(qh)^4/60$ and, from this term alone, would reach one percent at $qh=0.6^{1/4}\approx0.88$. The next terms bring further powers of $(qh)^2$, which shift the number but keep it a function of $qh$. The computed points confirm this:

\begin{center}
\begin{tabular}{ccc}
$h$ (bohr) & $q_{1\%}$ (bohr$^{-1}$) & $q_{1\%}h$\\
\hline
0.0500 & 16.3 & 0.816\\
0.0250 & 32.9 & 0.822\\
0.0125 & 65.8 & 0.822
\end{tabular}
\end{center}

Halving $h$ doubles the root. It measures your grid, and you should report it as such.

\subsection*{What happens at larger $q$}

The deviations for $s=1$, in percent, are:

\begin{center}
\begin{tabular}{rrr}
$q$ (bohr$^{-1}$) & pseudo & compensated\\
\hline
0 & $-3.2$ & $0.0$\\
1 & $-4.8$ & $-0.06$\\
2 & $-11.1$ & $-0.56$\\
3 & $-24.8$ & $-2.9$\\
5 & $-71.8$ & $-24.8$\\
10 & $-96.8$ & $-118.2$\\
40 & $-100.9$ & $-98.3$
\end{tabular}
\end{center}

Both columns approach $-100$ percent, and the cusp explains it. Put $u=r\,n(r)$, so that $F=(4\pi/q)\int_0^\infty u\sin qr\,dr$. Integrating by parts four times, with $u(0)=0$,
\begin{equation}
\int_0^\infty u\sin qr\,dr=-\frac{u''(0)}{q^3}+\frac1{q^4}\int_0^\infty u''''\sin qr\,dr .
\end{equation}
For the true density $u''(0)=2n'(0)=-4/\pi$, and the first term gives the tail $16/q^4$. Inside the sphere $\tilde n$ and $g$ are polynomials in $r^2$, so their $u$ is odd in $r$ and $u''(0)=0$. Their leading contribution comes from the jump of $u'''$ at $r=s$, which acts as a delta function in $u''''$. It gives a term in the form factor that oscillates and decays as $q^{-5}$, one power faster than $F$. A smooth compensation charge can repair moments, but it cannot supply the cusp. The value $-118$ percent at $q=10$ means that the compensated form factor has changed sign there.

The same smoothness is the reason for splitting the density. On a Cartesian grid of spacing $0.25$ bohr with the nucleus on a grid point (the error for the true density depends on this placement), the largest absolute error in the form factor at $q=0,1,2,4$ is $7\times10^{-4}$ for the true density and $3\times10^{-6}$ for the pseudo density. Adding the radial term $D$ to the latter recovers $F$ to the same $3\times10^{-6}$.

\subsection*{How much this matters in an integral}

In GW and RPA, pair densities are combined with the Coulomb kernel $4\pi/q^2$. The simplest such quantity is the bare Coulomb integral of the 1s density with itself,
\begin{equation}
J=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,F^2=\frac2\pi\int_0^\infty F^2\,dq .
\end{equation}
With $q=2\tan\theta$ one has $4+q^2=4/\cos^2\theta$ and $dq=2\,d\theta/\cos^2\theta$, so
\begin{equation}
J=\frac2\pi\int_0^{\pi/2}2\cos^6\theta\,d\theta=\frac2\pi\cdot\frac{5\pi}{16}=\frac58\ \text{hartree}.
\end{equation}
The pseudo density gives $0.5690$ hartree, which is $9.0$ percent too low. The compensated density gives $0.6236$ hartree, $0.23$ percent too low. The large relative errors of the compensated form factor beyond $q\approx3$ cost little here, because $F^2$ is already small there. A quantity that gives more weight to large $q$ would be less forgiving. $J$ contains no screening and is not itself a GW or RPA energy.

So for $s=1$ bohr your three answers are $q=0$ for the pseudo density, $q=2.32$ bohr$^{-1}$ for the compensated density, and no such $q$ for the reconstructed one. The numerical check below covers the transforms, the small-$q$ law, the scaling with $h$ and the Coulomb integrals.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sphere radius s = 1.00 bohr
a = 0.643789, b = -0.367879, c = 0.091970 (atomic units)
true charge inside sphere = 0.323324 electrons
pseudo charge inside sphere = 0.291684 electrons
missing charge Q = 0.031640 electrons
r^2 moment of true minus pseudo = 0.006283 bohr^2
mean r^2 of compensation shape = 0.272727 bohr^2
moment error Delta M = 0.002346 bohr^2
q (1/bohr), F, pseudo, compensated, reconstructed (no unit):
   0.0 1.000000 0.968360 1.000000 1.000000
   1.0 0.640000 0.609391 0.639620 0.640000
   2.0 0.250000 0.222294 0.248604 0.250000
   3.0 0.094675 0.071228 0.091955 0.094675
   5.0 0.019025 0.005357 0.014304 0.019025
  10.0 0.001479 0.000047 -0.000269 0.001479
q (1/bohr), deviation of pseudo and compensated (percent):
   0.0    -3.164    -0.000
   1.0    -4.783    -0.059
   2.0   -11.083    -0.558
   3.0   -24.765    -2.873
   5.0   -71.842   -24.815
  10.0   -96.820  -118.162
  40.0  -100.879   -98.257
one-percent point, pseudo = 0.0000 1/bohr
least pseudo deviation, q 0 to 40 = 3.164 percent
one-percent point, compensated = 2.3240 1/bohr
  the same = 4.3917 1/angstrom
  small-q estimate = 2.2414 1/bohr
reconstructed, worst relative error to q=40: 5.0e-11
Simpson intervals, h (bohr), reconstructed 1% point (1/bohr), q*h:
   20 0.0500 16.322 0.8161
   40 0.0250 32.894 0.8224
   80 0.0125 65.759 0.8220
s (bohr), Q (electrons), 1% points pseudo, compensated (1/bohr):
  0.5 0.002724 1.9474 5.2585
  1.0 0.031640 0.0000 2.3240
  1.5 0.112069 0.0000 1.2520
Cartesian grid spacing = 0.25 bohr; largest errors in F:
  pseudo 2.7e-06, true density 6.8e-04, reconstructed 2.7e-06
Coulomb integral, true = 0.625000 hartree
Coulomb integral, pseudo = 0.568995 hartree
Coulomb integral, compensated = 0.623553 hartree
\end{verbatim}
